Valley isospin and the Hall plateau of an armchair p-n junction

**The problem**

A honeycomb ribbon with armchair edges runs along x. It has lattice constant a, nearest-neighbour hopping energy −t, and N dimer lines across its width, at y = ja/2 with j = 1, …, N. A perpendicular field of magnetic length l is applied. A smooth potential U(x) rises from −μₙ on the left to +μₚ on the right, with the Fermi energy at zero, so the left side is n-doped and the right side p-doped. Both sides are in their lowest quantum Hall state. Spin is degenerate and Zeeman splitting is neglected.

Transport is phase coherent, nothing scatters electrons between valleys in the interior, and the width W = (N+1)a/2 is much larger than l, which is much larger than a. The ribbon is not so wide that lattice corrections build up along the junction: aW/l² is also small. Find the two-terminal conductance G, first in terms of the angle Φ between the valley isospins of the electron-like edge states at the two edges, then in terms of N.

**A tempting solution**

Begin with the wave equation. An A site has B neighbours at (d, 0) and (−d/2, ±a/2), where d = a/√3. The valleys η = ±1 lie at wave vectors (0, ηκ), with κ = 4π/(3a). Write the amplitudes as

ψ_A = e^(iκy) f₊ + e^(−iκy) f₋,
ψ_B = e^(iκy) b₊ + e^(−iκy) b₋,

with slowly varying f and b. Since κa/2 = 2π/3, the three neighbours carry phases 1 and e^(±2πiη/3), which sum to zero. The first gradients remain. The x part has coefficient d + d/2 = 3d/2, and the y part has (a/2)·2iη sin(2π/3) = 3iηd/2. Hence

E f_η = −(3td/2)(∂ₓ + iη∂_y) b_η = −iv(pₓ + iηp_y) b_η,

with v = √3ta/(2ħ). Put b_η = i c_η. Then E f_η = v(pₓ + iηp_y)c_η, and the conjugate equation is E c_η = v(pₓ − iηp_y)f_η. With the spinors

χ₊ = (c₊, f₊), χ₋ = (f₋, c₋),

both valleys obey the same equation, Eχ = v σ·p χ. The field replaces p by π, and U is added. Pauli matrices τ act on the valley pair Ψ = (χ₊, χ₋).

At an edge, the missing sites can be restored if their amplitudes are set to zero. So ψ_A and ψ_B vanish on the lines y = 0 and y = W. At such a line y_e,

f₋ = −e^(iθ) f₊, c₋ = −e^(iθ) c₊, θ = 2κy_e.

The order of components differs between χ₊ and χ₋, so this reads χ₋ = −e^(iθ)σₓχ₊. Equivalently,

τ_θ σₓ Ψ = −Ψ, τ_θ = τₓ cosθ + τ_y sinθ.

At the lower edge θ = 0. At the upper edge θ = 2κW = 4π(N+1)/3.

Now the tempting step. The condition singles out the valley axis (cosθ, sinθ), so one takes this as the isospin of the electron-like state at each edge, up to a common sign. The angle between the edges is then Φ = θ. An electron from the n side crosses the ribbon along the junction with its isospin unchanged. At the far edge it enters the p side with the probability that its isospin is opposite to the local electron-like one, (1 − cosΦ)/2. With two spins,

G = (e²/h)(1 − cosθ) (wrong).

This gives G = 0 when N+1 is a multiple of 3 and 3e²/(2h) otherwise. The zero even looks natural: the two edges impose the same condition, so the electron finds the same isospin and returns to the n side.

**Where it fails**

The boundary condition fixes the product of τ_θ and σₓ, not τ_θ alone. The operator vσₓ is the velocity along the ribbon, and electron-like states at opposite edges move in opposite directions. If their values of σₓ at the edge are also opposite, the same boundary condition gives opposite isospins.

This remark is not yet a proof, because the velocity is an average over the state while the boundary condition concerns its value at one point. The edge states must be worked out. The statements that the interface carries the isospin unchanged and that no other channel interferes also need a derivation.

**The edge states**

Use units ħ = v = l = 1, so energies are in ħv/l. For electrons in the chosen field, πₓ = pₓ − y, π_y = p_y and [πₓ, π_y] = −i. Near one edge τ_θ commutes with both the Hamiltonian and the boundary condition. The problem splits into two sectors,

σₓ = s at the edge, τ_θ = −s, s = ±1.

At the lower edge take a state e^(ikx)(χ₁, χ₂), with real components, and let q = k − y. The equations for y > 0 are

Eχ₁ = qχ₂ − χ₂′,
Eχ₂ = qχ₁ + χ₁′,
χ₁(0) = sχ₂(0).

First consider E = 0. The second equation makes χ₁ grow as exp[(y−k)²/2], so χ₁ = 0. The first gives χ₂ = φ(y) = exp[−(y−k)²/2]. This is nonzero at y = 0 and violates the boundary condition. No branch can therefore cross zero energy at finite k.

To find the sign of E, multiply the second equation by φ and integrate by parts:

E∫φχ₂ dy = −φ(0)χ₁(0) + ∫χ₁(qφ − φ′) dy = −sφ(0)χ₂(0).

The last integral vanishes because φ′ = qφ. Deep in the interior, k ≫ 1, the lowest branch has χ₂ ≈ φ, also at the edge, since corrections to χ₂ are of order Eχ₁. Thus E ≈ −s e^(−k²)/√π, which has sign −s. As the branch cannot cross zero, it keeps this sign for all k. At the lower edge the electron-like branch has s = −1 and the hole-like one s = +1.

For the direction of motion, dE/dk = ⟨σₓ⟩, because k enters the Hamiltonian through σₓk and the boundary condition does not contain k. Let ρ = χ₁² + χ₂² be normalized. Adding χ₂ times the first equation to χ₁ times the second gives

2Eχ₁χ₂ = qρ + ½(χ₁² − χ₂²)′.

The derivative integrates to zero because χ₁² = χ₂² at the edge. Therefore

E⟨σₓ⟩ = k − ⟨y⟩.

For E > 0 and k ≤ 0 the velocity is negative. Since |⟨σₓ⟩| ≤ 1, also E ≥ |k| there, so the branch rises without bound.

For k > 0 a second identity is needed. The equations give

(χ₁χ₂)′ = E(χ₂² − χ₁²), ρ′ = 2q(χ₂² − χ₁²).

With q′ = −1, it follows that (2qχ₁χ₂ − Eρ)′ = −2χ₁χ₂. Integrate over y and use 2χ₁χ₂ = sρ at the edge:

dE/dk = ⟨σₓ⟩ = ρ(0)(sk − E).

For s = −1, E > 0 and k ≥ 0 this is negative. The electron-like branch is thus monotone, meets each positive doping once, and moves along −x. Multiplication by σ_z reverses both E and s, so the hole-like branch moves along +x.

The same identity limits the doping. For s = +1 and E > 0 the slope vanishes where E = k. At such a point k − E increases with k, so the point is a minimum. The lowest positive branch of this sector has its minimum at 1.313 ħv/l, below the first Landau level at √2 ≈ 1.414 ħv/l. Both μₙ and μₚ must stay below 1.313 ħv/l for there to be one edge channel per spin.

A rotation of the plane by π maps the lower edge to the upper one. It reverses x and y and acts on spinors with σ_z, which leaves the form of the Hamiltonian and the field unchanged but reverses s. At the upper edge the electron-like state therefore has s = +1 and moves along +x. From τ_θ = −s, the electron-like isospins are

lower edge: (1, 0),
upper edge: −(cosθ, sinθ), θ = 4π(N+1)/3.

Their angle obeys

cosΦ = −cosθ.

The minus sign is what the tempting solution lacks.

**The interface**

Far from the edges choose a gauge in which p_y is conserved and πₓ = pₓ. A state bound to the junction is normalizable in x, so the average of i[H, πₓ] vanishes:

0 = i⟨σ_y[π_y, πₓ]⟩ + i⟨[U, pₓ]⟩ = −⟨σ_y⟩ − ⟨U′⟩.

Here [π_y, πₓ] = i and [U, pₓ] = iU′ were used. Thus ⟨σ_y⟩ = −⟨U′⟩. If U rises monotonically, all interface modes move towards the lower edge.

Their number follows from the two ends of each branch. As p_y shifts the orbit from right to left, the zeroth Landau level goes from +μₚ to −μₙ and crosses the Fermi energy. Every other level starts and ends on the same side of it. Since each branch is monotone, these do not cross. One mode per valley remains.

The continuum Hamiltonian is the unit matrix in valley space, so the two modes have the same momentum and the same orbital wave function. They acquire the same phase, and any valley spinor is carried unchanged.

On the lattice the leading correction is of relative order a/l and has opposite signs in the two valleys. It can separate the two momenta by an amount of order a/l². Over the width W this turns the isospin about the z axis of valley space by an angle proportional to aW/l², so a small ratio is sufficient for the continuum result. The coefficient depends on the profile and the doping and is small for a gentle junction. At a doping of 0.7 ħv/l it is about 0.025 for a tanh(x/2l) profile and about 0.09 for tanh(x/0.7l).

**The corners and the conductance**

On the n side, an electron arrives along the upper edge with τ_θ = −1. In the corner this sector is decoupled from the other and has one outgoing channel, the interface mode with the same isospin. Current conservation forces complete transfer.

At the lower edge the sectors are those of τₓ. The sector τₓ = +1 has one exit, the electron-like channel returning along the n side. The sector τₓ = −1 has one exit, the hole-like channel leaving along the p side. The transmission probability is therefore the squared overlap of two valley spinors, with directions −(cosθ, sinθ) and (−1, 0). For spinors with Bloch vectors m and m′ this overlap is (1 + m·m′)/2, so

T = (1 + cosθ)/2 = (1 − cosΦ)/2.

Each of the two spins contributes (e²/h)T:

G = (e²/h)(1 − cosΦ) = (e²/h){1 + cos[4π(N+1)/3]}.

If N+1 is a multiple of 3, then Φ = 180° and G = 2e²/h = 77.48 μS. Otherwise cosθ = −1/2, so Φ = 60° and G = e²/(2h) = 19.37 μS. The tempting formula had interchanged the transmitted and returned fractions. In the first class the identical edge conditions send the electron wholly into the p side, and G equals that of a uniformly doped ribbon in the same Hall state.

**Numbers on a lattice**

The edge and interface identities can be read on single states. At k = 0.5/l the electron-like state has E = 0.475 ħv/l and velocity −0.640v. The first identity then places its mean distance from the edge at 0.5 + 0.475·0.640 = 0.80 in units of l. For an interface mode, the velocity −0.294v agrees with −⟨U′⟩ to the printed digits.

Isospins extracted from lattice edge states at l = 30a give Φ = 179.6°, 60.4° and 59.6° for N+1 = 480, 481 and 482. The tempting assignment would require 0° and 120°.

The conductance was also obtained from the full lattice Green function, which uses no isospin. The model has μₙ = μₚ = 0.7 ħv/l, U = μₙ tanh(x/2l) and W ≈ 9l. At l = 8a, in units of e²/h,

N = 143: G = 1.984,
N = 144: G = 0.430,
N = 145: G = 0.567.

The last two differ from 1/2 by 13 to 14% of that value, so at this field the plateau is only approximate. The ratio aW/l² is about 1.1 here and 0.8 at l = 11a, but with its small coefficient it accounts for only part of the deviation. The larger part is a correction of order a/l that does not depend on the width. For the lattice constant of graphene, l = 6a to 11a would mean fields of about 300 to 90 T, so these runs exaggerate lattice effects, and the comparison with the continuum result relies on extrapolation. Values at l = 6a, 8a and 11a, extrapolated quadratically in a/l to zero, give 2.000, 0.501 and 0.499.

The pattern of the deviations can be understood. Lattice corrections in the interior still conserve valley, so they commute with τ_z. Changing the width class only rotates the upper boundary condition about the z axis of valley space. The arriving isospin and the one selected by the p-side exit may each acquire a small azimuth and a small tilt out of the plane, but these do not depend on the class, apart from the slight change of W. Taking the scalar product of the two unit vectors gives

G = (e²/h)[1 + C + R cos(θ + δ)],

where C is the product of the two z components and R the product of the in-plane lengths. The average of the three conductances at l = 8a is 0.994, so C ≈ −0.006. Then R cosδ = 1.984 − 0.994 ≈ 0.990. The difference of the last two classes is −√3 R sinδ = 0.137, so R sinδ ≈ −0.079 and δ ≈ −4.5°.

If the tilts are equal and opposite, R = 1 + C ≈ 0.994, which agrees with √(0.990² + 0.079²) ≈ 0.993 within rounding. The angle δ includes the rotation along the interface, which grows with W and amounts to about 0.025·aW/l² ≈ 1.6° here; the remaining 3° or so does not depend on W. At fixed W/l, δ is of first order in a/l and shifts the two low plateaus oppositely. Their mean has only a second-order error: it is 0.497, 0.499 and 0.499 at the three lattice scales.

For N+1 = 3m + 2 (m an integer), changing both dopings to 0.4 ħv/l gives 0.634 at l = 8a, while 1.0 ħv/l gives 0.529. The extrapolated values are 0.497 and 0.499. The correction is thus larger at the lower doping. How it depends on doping is not derived here.

**When the plateau is lost**

A smooth disorder potential is also the unit matrix in valley space. It can change the path and the common phase of the interface modes, but not their isospin, provided it does not connect the edges by another route or open further edge channels. With a smooth potential of nominal rms 0.15 ħv/l, the extrapolated conductance of the class N+1 = 3m + 2 is 0.499 e²/h. For N = 143 at l = 8a it is 1.986 e²/h, close to the clean value.

Disorder on the atomic scale can transfer the momentum that separates the valleys. The isospin can then turn along the interface or in the corners, and the width no longer fixes G. Random site energies within ±0.6t around the junction gave 0.05, 1.55, 0.30 and 1.80 e²/h in four samples with N = 143, where the clean continuum value is 2. For an arriving isospin m and the isospin m′ selected by the p-side exit, G = (e²/h)(1 + m·m′). If m were distributed uniformly over all directions, the mean of m·m′ would vanish and the mean conductance would be e²/h. Four samples, with mean 0.93 e²/h, cannot establish that distribution.

Doping beyond the next edge branch also ends the argument, because a sector then has more than one exit. At 1.6 ħv/l a uniform ribbon carries three channels per spin instead of one, and the derivation of G from a single overlap of two spinors no longer applies. This removes the guarantee, not necessarily the plateau. In the gentle junction used here, at l = 6a and dopings of 1.36 ħv/l, the uniform ribbon already has three channels per spin, yet G is still 1.99 e²/h for N = 107 and 0.50 e²/h for N = 109. The numerical output below lists the individual values.

Computed values

```
Edge branch, electron-like, lower edge (k in 1/l, E in hbar v/l)
  k=-0.5: E=1.2370, lattice E=1.2369, velocity/v=-0.8449
  k=+0.5: E=0.4753, lattice E=0.4753, velocity/v=-0.6396
First Landau level: 1.4142 hbar v/l
Minimum of next edge branch: 1.3133 hbar v/l (lattice 1.3132)
Interface mode: velocity/v=-0.2935, -<dU/dx>=-0.2935 hbar v/l^2
Interface modes per valley at the Fermi energy: 1
Isospin angles of lattice edge states (l = 30 a), degrees
  N=479, (N+1) mod 3=0: Phi=179.6, cos Phi=-1.0000
  N=480, (N+1) mod 3=1: Phi=60.4, cos Phi=0.4939
  N=481, (N+1) mod 3=2: Phi=59.6, cos Phi=0.5061
e^2/h = 38.7405 microsiemens
Junction: potential width 2 l, ribbon width about 9 l, spin included
G in e^2/h at l = (6, 8, 11) a, then limit a/l -> 0
Dopings 0.7 and 0.7 hbar v/l
  (N+1) mod 3=0, N=[107, 143, 197]: 1.9727, 1.9844, 1.9915; limit 2.0000
    formula G=2.0000 e^2/h = 77.481 microsiemens
  (N+1) mod 3=1, N=[108, 144, 198]: 0.4075, 0.4303, 0.4492; limit 0.5009
    formula G=0.5000 e^2/h = 19.370 microsiemens
  (N+1) mod 3=2, N=[109, 145, 199]: 0.5873, 0.5668, 0.5492; limit 0.4987
    formula G=0.5000 e^2/h = 19.370 microsiemens
  mean G of classes 1 and 2: 0.4974, 0.4985, 0.4992
Class 2, other dopings (n, p) in hbar v/l
  (0.4, 0.4): 0.6766, 0.6343, 0.5985; limit 0.4971
  (1.0, 1.0): 0.5367, 0.5286, 0.5213; limit 0.4991
  (0.4, 1.0): 0.5975, 0.5749, 0.5553; limit 0.4984
Channels per spin in a uniform ribbon, l=8 a, N=145
  doping 0.7 hbar v/l: T=1.0000
  doping 1.6 hbar v/l: T=2.9998
Smooth disorder, nominal rms 0.15 hbar v/l, dopings 0.7
  class 0, l=8 a, N=143: G=1.9857 e^2/h
  class 2: 0.5863, 0.5658, 0.5483; limit 0.4988
Atomic-scale disorder, site energies within +-0.6 t, N=143
  G in e^2/h: 0.050, 1.553, 0.304, 1.800 ; mean 0.927
```
